\section*{Hybrid plasmon-phonon modes of an electron sheet between silicon and oxide}

\section*{Problem}

A thin sheet of electrons, with areal density $n$, charge $-e$ and effective mass $m$, lies in the plane $z=0$. Silicon, with constant relative permittivity $\kappa_s$, fills $z<0$. An oxide with a single polar resonance fills $z>0$:
\begin{equation}
\kappa_{\rm ox}(\omega)=\kappa_\infty+\frac{\Delta\kappa\,\omega_T^2}{\omega_T^2-\omega^2},\qquad \Delta\kappa=\kappa_0-\kappa_\infty>0 .
\end{equation}
Here $\omega_T$ is the transverse phonon frequency, and $\kappa_0$ and $\kappa_\infty$ are the static and high-frequency permittivities. Neglect damping, retardation and the velocity spread of the electrons. The vacuum permittivity is $\varepsilon_v$.

\begin{enumerate}
\item[(a)] Find the frequencies of the coupled modes at in-plane wavevector $q>0$, and their order relative to $\omega_T$ and to the bare interface phonon $\omega_S$, the mode for $n=0$.
\item[(b)] Find the limit $q\to0$ of both branches. Does the upper mode become the interface phonon in its motion as well as in its frequency?
\item[(c)] Repeat the limit with a metal gate at $z=t$.
\item[(d)] Evaluate the modes for $\kappa_s=11.7$, $\kappa_0=9$, $\kappa_\infty=3$, $\hbar\omega_T=50$ meV, $n=10^{13}$ cm$^{-2}$ and $m=0.19$ free-electron masses. For the gated case take $t=30$ nm. Size the main effects left out.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The two branches}

Away from the sheet there is no free charge, so a potential proportional to $e^{iqx-i\omega t}$ obeys $\partial_z^2\phi=q^2\phi$. The solution that decays on both sides is $\phi\,e^{-q|z|}e^{iqx-i\omega t}$. The normal displacement $-\varepsilon_v\kappa\,\partial_z\phi$ is $+\varepsilon_v\kappa_{\rm ox}q\phi$ just above the sheet and $-\varepsilon_v\kappa_sq\phi$ just below it. Its jump equals the sheet charge density $\rho$:
\begin{equation}
\varepsilon_v q\,[\kappa_s+\kappa_{\rm ox}(\omega)]\,\phi=\rho. \label{jump}
\end{equation}

The electrons obey $m\dot v=-eE_x$ with $E_x=-iq\phi$. To first order the current is $-env$, so continuity gives $\dot\rho=iqenv$. Differentiating once more,
\begin{equation}
\ddot\rho=iqen\left(-\frac em\right)(-iq\phi)=-\frac{ne^2q^2}{m}\phi
\quad\Rightarrow\quad \rho=\frac{ne^2q^2}{m\omega^2}\phi. \label{sheet}
\end{equation}
Inserting this in (\ref{jump}) and dividing by $\varepsilon_vq\phi$ gives
\begin{equation}
\kappa_s+\kappa_{\rm ox}(\omega)=\frac{ne^2q}{\varepsilon_v m\,\omega^2}. \label{disp}
\end{equation}

Over a common denominator the left side is
\begin{equation}
\frac{(\kappa_s+\kappa_\infty)(\omega_T^2-\omega^2)+\Delta\kappa\,\omega_T^2}{\omega_T^2-\omega^2}
=(\kappa_s+\kappa_\infty)\frac{\omega_S^2-\omega^2}{\omega_T^2-\omega^2},
\qquad
\omega_S^2=\omega_T^2\,\frac{\kappa_s+\kappa_0}{\kappa_s+\kappa_\infty}.
\end{equation}
For $n=0$ it must vanish, so $\omega_S$ is the bare interface phonon. Define
\begin{equation}
\Omega^2=\frac{ne^2q}{\varepsilon_v m(\kappa_s+\kappa_\infty)},
\end{equation}
the squared plasmon frequency when the oxide ions stand still. Equation (\ref{disp}) becomes $\omega^2(\omega_S^2-\omega^2)=\Omega^2(\omega_T^2-\omega^2)$, or
\begin{equation}
\omega^4-(\omega_S^2+\Omega^2)\omega^2+\Omega^2\omega_T^2=0, \label{quad}
\end{equation}
\begin{equation}
\omega_\pm^2=\tfrac12\left[\omega_S^2+\Omega^2\pm\sqrt{(\omega_S^2+\Omega^2)^2-4\Omega^2\omega_T^2}\right]. \label{roots}
\end{equation}

To order the roots, evaluate the left side of (\ref{quad}) at two points. At $\omega^2=\omega_T^2$ it is $-\omega_T^2(\omega_S^2-\omega_T^2)$, and at $\omega^2=\omega_S^2$ it is $-\Omega^2(\omega_S^2-\omega_T^2)$. Both are negative because $\omega_S>\omega_T$. An upward parabola is negative only between its roots, so
\begin{equation}
\omega_-<\omega_T<\omega_S<\omega_+ .
\end{equation}
No hybrid mode lies between $\omega_T$ and $\omega_S$.

\subsection*{(b) Long wavelength}

As $q\to0$, $\Omega^2\propto q$ vanishes and (\ref{roots}) gives $\omega_+\to\omega_S$. The product of the roots is $\Omega^2\omega_T^2$, hence
\begin{equation}
\omega_-^2=\frac{\Omega^2\omega_T^2}{\omega_+^2}\;\to\;\frac{\Omega^2\omega_T^2}{\omega_S^2}=\frac{ne^2q}{\varepsilon_v m(\kappa_s+\kappa_0)}. \label{low}
\end{equation}
The lower branch vanishes as $\sqrt q$. It is a plasmon slow enough for the ions to follow, so the static $\kappa_0$ screens it. For the upper branch, rewrite (\ref{quad}) as $\omega^2-\omega_S^2=\Omega^2(1-\omega_T^2/\omega^2)$ and put $\omega\approx\omega_S$ on the right:
\begin{equation}
\omega_+^2\approx\omega_S^2+\Omega^2\left(1-\frac{\omega_T^2}{\omega_S^2}\right).
\end{equation}

The frequency alone does not show what moves. The ionic part $\mathbf P$ of the oxide polarization obeys $\ddot{\mathbf P}=-\omega_T^2\mathbf P+\varepsilon_v\Delta\kappa\,\omega_T^2\mathbf E$, which reproduces $\kappa_{\rm ox}(\omega)$. In these modes $\mathbf P$ has the shape of the field, so write $\mathbf P=-\varepsilon_v\Pi\,\nabla e^{iqx-qz}$, and let $R=\rho/(\varepsilon_vq)$. The jump condition becomes $(\kappa_s+\kappa_\infty)\phi+\Pi=R$. Eliminate $\phi$ from the equation for $\mathbf P$ and from (\ref{sheet}), using $\Delta\kappa\,\omega_T^2/(\kappa_s+\kappa_\infty)=\omega_S^2-\omega_T^2$:
\begin{align}
\ddot\Pi&=-\omega_S^2\Pi+(\omega_S^2-\omega_T^2)R, &
\ddot R&=-\Omega^2R+\Omega^2\Pi .
\end{align}

The kinetic energies per area must be put on one scale. For the sheet, $|v|=|\dot\rho|/(qen)$ gives
\begin{equation}
\tfrac12nm|v|^2=\frac{\varepsilon_vq\,|\dot R|^2}{2(\kappa_s+\kappa_\infty)\Omega^2}.
\end{equation}
For the oxide, the equation of motion gives the kinetic density $|\dot{\mathbf P}|^2/(2\varepsilon_v\Delta\kappa\,\omega_T^2)$. Since $\int_0^\infty2q^2e^{-2qz}dz=q$, the total is
\begin{equation}
\frac{\varepsilon_vq\,|\dot\Pi|^2}{2\Delta\kappa\,\omega_T^2}=\frac{\varepsilon_vq\,|\dot\Pi|^2}{2(\kappa_s+\kappa_\infty)(\omega_S^2-\omega_T^2)}.
\end{equation}
With $X=\Pi/\sqrt{\omega_S^2-\omega_T^2}$ and $Y=R/\Omega$, the two energies are therefore in the ratio $|\dot X|^2:|\dot Y|^2$, and
\begin{equation}
\ddot X=-\omega_S^2X+gY,\qquad \ddot Y=-\Omega^2Y+gX,\qquad g^2=\Omega^2(\omega_S^2-\omega_T^2).
\end{equation}

In the upper mode $Y/X=(\omega_S^2-\omega_+^2)/g$, so the sheet's share of the kinetic energy is
\begin{equation}
s_+=\frac{(\omega_+^2-\omega_S^2)^2}{(\omega_+^2-\omega_S^2)^2+g^2}.
\end{equation}
The mode condition is $g^2=(\omega_+^2-\omega_S^2)(\omega_+^2-\Omega^2)$. The sum of the roots gives $\omega_+^2-\Omega^2=\omega_S^2-\omega_-^2$. Cancelling one factor,
\begin{equation}
s_+=\frac{\omega_+^2-\omega_S^2}{\omega_+^2-\omega_-^2}\;\to\;0\qquad(q\to0).
\end{equation}
The upper mode thus becomes the bare interface phonon in its motion too.

The mixing is equal when $\Omega=\omega_S$, because the two diagonal terms then coincide. This happens at
\begin{equation}
q^*=\frac{\varepsilon_vm(\kappa_s+\kappa_0)\omega_T^2}{ne^2},\qquad
\omega_\pm^2=\omega_S^2\left[1\pm\sqrt{1-\omega_T^2/\omega_S^2}\right]. \label{star}
\end{equation}

\subsection*{(c) With a metal gate}

The oxide potential must now vanish at $z=t$, so it is $\phi\sinh[q(t-z)]/\sinh(qt)$. Its slope at $z=0$ is $-q\coth(qt)\,\phi$, and (\ref{disp}) becomes
\begin{equation}
\kappa_s+\kappa_{\rm ox}(\omega)\coth(qt)=\frac{ne^2q}{\varepsilon_vm\omega^2}. \label{gate}
\end{equation}
The roots follow from (\ref{roots}) if $\kappa_0$ and $\kappa_\infty$ are both multiplied by $\coth(qt)$. For $qt\to0$, $\coth(qt)\approx1/(qt)$ and
\begin{equation}
\kappa_{\rm ox}(\omega)\approx qt\left[\frac{ne^2q}{\varepsilon_vm\omega^2}-\kappa_s\right].
\end{equation}
If $\omega$ stays finite, the right side vanishes. Then $\kappa_{\rm ox}=0$, which is the longitudinal phonon $\omega_L=\omega_T\sqrt{\kappa_0/\kappa_\infty}$. If $\omega\to0$, then $\kappa_{\rm ox}\to\kappa_0$ and $\omega_-\approx q\sqrt{ne^2t/(\varepsilon_vm\kappa_0)}$. One branch still vanishes, now linearly, but the other does not go to $\omega_S$. The limit in (b) belongs to an oxide thick compared with $1/q$.

\subsection*{(d) Numbers}

The phonon energies are $\hbar\omega_S=50\sqrt{20.7/14.7}=59.3$ meV and $\hbar\omega_L=50\sqrt{9/3}=86.6$ meV. The sheet enters through $\hbar^2ne^2/(\varepsilon_vm)=0.7257$ eV$^2$\,nm, so
\begin{equation}
q^*=\frac{20.7\times(0.050)^2}{0.7257}=0.0713\ \text{nm}^{-1}.
\end{equation}
There $\sqrt{1-14.7/20.7}=0.538$, and (\ref{star}) gives $59.33\sqrt{1\mp0.538}=40.3$ and $73.6$ meV (9.75 and 17.8 THz). Equations (\ref{roots}) and (\ref{gate}) give the following energies in meV.

\begin{center}
\begin{tabular}{ccccc}
$q$ (nm$^{-1}$) & $\hbar\omega_-,\hbar\omega_+$ open & $s_+$ open & $\hbar\omega_-,\hbar\omega_+$ gated\\ \hline
0.002 & 8.3, 59.6 & 0.008 & 3.0, 81.0\\
0.010 & 18.3, 60.7 & 0.047 & 12.8, 70.8\\
0.030 & 30.1, 64.0 & 0.181 & 27.9, 66.4\\
0.0713 & 40.3, 73.6 & 0.500 & 40.1, 73.7\\
0.150 & 45.8, 94.0 & 0.789 & 45.8, 94.0
\end{tabular}
\end{center}

The gated upper branch first falls and then rises. Its bare phonon, with $\omega^2=\omega_T^2(\kappa_s+\kappa_0\coth qt)/(\kappa_s+\kappa_\infty\coth qt)$, drops from $\omega_L$ towards $\omega_S$ as $qt$ grows, while the plasmon rises. Seeing the bare phonon $\omega_S$ would need $1/t\ll q\ll q^*$. With $1/t=0.033$ nm$^{-1}$ this stack has no such window. Even without a gate, neglect of retardation requires $q\gg\sqrt{\kappa_s}\,\omega_S/c=1.0\times10^{-3}$ nm$^{-1}$. The first row of the table is only twice this value (and only 1.4 times the corresponding light-line value for the gated upper mode at 81 meV), so it illustrates the electrostatic model: with retardation kept, its upper energies would be 57.7 meV (open) and 79.1 meV (gated by a perfect metal). From $q=0.010$ nm$^{-1}$ upward the corresponding shifts in the table are about 0.1 meV or less.

The effects left out are sized at $q^*$, one at a time, against the open-stack values 40.3 and 73.6 meV.

\begin{itemize}
\item \emph{Set-back.} For electrons a distance $d$ inside the silicon, the image charge changes the mode condition to
\begin{equation}
1=\frac{ne^2q}{2\kappa_s\varepsilon_vm\omega^2}\left[1+\frac{\kappa_s-\kappa_{\rm ox}}{\kappa_s+\kappa_{\rm ox}}e^{-2qd}\right].
\end{equation}
With $d=1.2$ nm, about the mean depth of the lowest subband at this density, the modes are at 40.9 and 71.8 meV. Electrons in higher subbands lie deeper, so this understates the effect at 300 K. For $qd\to0$ the condition returns to (\ref{disp}).

\item \emph{Velocity spread.} Replace $nq^2/(m\omega^2)$ by the response of independent electrons at 300 K, with two spins and two valleys, integrated numerically. The modes move to 42.1 and 74.6 meV, with negligible Landau damping. The correction grows quickly with $q$: at $q=0.150$ nm$^{-1}$ the energies are 48.1 and 99.6 meV instead of 45.8 and 94.0, and the lower amplitude already decays at about 1 meV$/\hbar$. The lower branch of (\ref{roots}) meets the zero-temperature pair continuum, $\hbar\omega=\hbar^2(q^2/2+k_Fq)/m$ with $k_F=\sqrt{\pi n}$, at $q=0.18$ nm$^{-1}$. Scattering across the Fermi circle reaches $2k_F=1.12$ nm$^{-1}$, where the cold-sheet formula for this branch cannot be used.

\item \emph{Collisions.} Replace $\omega^2$ on the right of (\ref{disp}) by $\omega(\omega+i/\tau)$, with $\tau=m\mu/e$. A rough mobility $\mu=200$ cm$^2$/Vs gives $\hbar/\tau=30$ meV. The energies become 40.8 and 70.9 meV, and the amplitudes decay at rates of 8.1 and 7.1 meV$/\hbar$. Below $q=0.0065$ nm$^{-1}$ the lower mode no longer oscillates, so its $\sqrt q$ law is not visible there.

\item \emph{Oxide damping.} Replace $\omega_T^2-\omega^2$ in $\kappa_{\rm ox}$ by $\omega_T^2-\omega^2-i\gamma\omega$. An illustrative $\hbar\gamma=10$ meV gives 40.4 and 73.3 meV, and both amplitudes decay at about 2.5 meV$/\hbar$.

\item \emph{Heavier valleys.} If all six silicon valleys were equally filled, the mean inverse in-plane mass would correspond to 0.26 free-electron masses, and the modes would lie at 36.9 and 68.8 meV. This is a limiting case, not an estimate of the filling. A self-consistent Hartree estimate with a hard wall at 300 K, for depletion charges of $0.5$ to $2\times10^{12}$ cm$^{-2}$, puts 70 to 80\% of the electrons in the two light valleys, with the whole layer at a mean depth of 1.5 to 2 nm. Valley filling and layer thickness together then give about 39 and 69 to 70 meV. The lowest intersubband spacings, 70 to 120 meV, lie near the upper mode; at the lower depletion charge they split it and pull its main part down to about 66 meV. The sheet model contains no such transitions.
\end{itemize}

The parameters are round values in the range of an alumina-like gate oxide on a silicon inversion layer. The density is high but reachable. The sheet charge alone gives an oxide field $en/(\varepsilon_v\kappa_0)=2.0$ MV/cm, below the several MV/cm at which good alumina roughly breaks down, and a drop of 6.0 V across 30 nm. That thickness is far above the few nanometres of a scaled transistor. With $t=5$ nm, (\ref{gate}) gives 32.1 and 78.4 meV at the same $q^*$, so the nearby gate is then a leading effect. The single resonance is also a simplification, since alumina has several. If half of $\Delta\kappa$ is moved to a second resonance at 70 meV, (\ref{disp}) becomes cubic in $\omega^2$. The bare interface phonons are then at 53.3 and 77.9 meV, and the hybrids at $q^*$ at 41.9, 57.9 and 85.6 meV. The two-branch picture is therefore a model of one dominant resonance, and its upper energy should not be read as a prediction for a given film.

Numbers in the example were calculated in double precision.
